**Counting stacking violations in fcc (111) crystals**

For layer interactions that end at next-nearest layers, the coherent twin energy is half the intrinsic stacking-fault energy. Here `n2` counts equal next-nearest layers, `n3` counts unequal third-neighbour layers, and `eps2` and `eps3` are the energies of one such pair relative to perfect fcc. The program asserts the counts for the twin, intrinsic and extrinsic faults, and it asserts over 512 ten-layer stackings that `n2` is odd exactly when the two ends have opposite stacking order. It also sums an oscillating pair function over explicit atomic positions and asserts that the slab energies agree with the counts. The twin-to-intrinsic ratio is 0.500 when the range stops short of the third-neighbour layer and 0.641 when that layer is included; the twin-to-extrinsic ratio is 0.500 in both cases. For a model metal with an intrinsic fault energy of 45 mJ/m², the output gives a twin energy of 22.5 mJ/m². The last lines size a third-layer term, relaxation of one layer gap and a vibrational shift, all from stated trial values.

## Check in Python

```python
"""
Result under test: for rigid fcc (111) layers with pair interactions up to the
next-nearest layer, coherent twin energy = intrinsic stacking-fault energy / 2.

Symbols:
  labels   lateral layer positions A, B, C coded as 0, 1, 2
  eps2     energy of an equal next-nearest pair minus an unequal pair
  eps3     energy of an unequal third-neighbour pair minus an equal pair
  twin     coherent twin boundary
  isf, esf intrinsic and extrinsic stacking faults
Atomic test lengths are in units of the cubic lattice constant a.
Atomic test energies are in units of the pair strength V0 per surface site.
"""
from itertools import product
import numpy as np
from scipy.constants import e, k
from scipy.optimize import minimize_scalar

# ---------- stackings, built from their geometric definitions ----------
N_LAYERS = 18
HALF = N_LAYERS // 2
perfect = [i % 3 for i in range(N_LAYERS)]
isf = [(i + (i >= HALF)) % 3 for i in range(N_LAYERS)]
twin = [(i if i <= HALF else 2 * HALF - i) % 3 for i in range(N_LAYERS)]
esf = [i % 3 if i < HALF else (1 if i == HALF else (i - 1) % 3)
       for i in range(N_LAYERS)]
stacks = {"perfect": perfect, "twin": twin, "isf": isf, "esf": esf}


def equal_second_neighbours(labels):
    return sum(x == y for x, y in zip(labels, labels[2:]))


def unequal_third_neighbours(labels):
    return sum(x != y for x, y in zip(labels, labels[3:]))


def labels_from_steps(steps):
    labels = [0]
    for step in steps:
        labels.append((labels[-1] + step) % 3)
    return labels


for labels in stacks.values():
    assert all(x != y for x, y in zip(labels, labels[1:]))
wrong_slip = [(i - (i >= HALF)) % 3 for i in range(N_LAYERS)]
assert wrong_slip[HALF - 1] == wrong_slip[HALF]

n2 = {name: equal_second_neighbours(s) for name, s in stacks.items()}
n3 = {name: unequal_third_neighbours(s) for name, s in stacks.items()}
assert n2 == {"perfect": 0, "twin": 1, "isf": 2, "esf": 2}
assert n3 == {"perfect": 0, "twin": 2, "isf": 3, "esf": 4}

# Parity rule over every ten-layer stacking that starts with A.
number_enumerated = 0
fewest_in_twinned = N_LAYERS
for steps in product((1, -1), repeat=9):
    labels = labels_from_steps(steps)
    count = equal_second_neighbours(labels)
    first = (labels[1] - labels[0]) % 3
    last = (labels[-1] - labels[-2]) % 3
    assert (count % 2 == 1) == (first != last)
    if first != last:
        fewest_in_twinned = min(fewest_in_twinned, count)
    number_enumerated += 1
assert fewest_in_twinned == 1

# ---------- explicit atomic sums ----------
SPACING = 1 / np.sqrt(3)
NEIGHBOUR = 1 / np.sqrt(2)
vector_1 = NEIGHBOUR * np.array([1.0, 0.0])
vector_2 = NEIGHBOUR * np.array([0.5, np.sqrt(3) / 2])
partial = (vector_1 + vector_2) / 3
net = np.array([m * vector_1 + n * vector_2
                for m in range(-7, 8) for n in range(-7, 8)])
assert np.isclose(np.linalg.norm(partial), 1 / np.sqrt(6))


def layer_pair(separation, offset, cutoff):
    """Energy of one atom with a whole layer at the given separation."""
    lateral = net + offset * partial
    r = np.sqrt((separation * SPACING) ** 2 + np.sum(lateral**2, axis=1))
    r = r[r < cutoff]
    return float(np.sum(np.cos(10 * r) / r**3))


def slab_energy(labels, cutoff):
    return sum(layer_pair(j - i, labels[j] - labels[i], cutoff)
               for i in range(len(labels))
               for j in range(i + 1, len(labels)))


SHORT, LONG = 1.70, 2.25
assert 2 * SPACING < SHORT < 3 * SPACING < LONG < 4 * SPACING
atomic = {}
coupling = {}
for cutoff in (SHORT, LONG):
    for separation in (1, 2, 3):
        assert np.isclose(layer_pair(separation, 1, cutoff),
                          layer_pair(separation, 2, cutoff), atol=1e-10)
    eps2 = layer_pair(2, 0, cutoff) - layer_pair(2, 1, cutoff)
    eps3 = layer_pair(3, 1, cutoff) - layer_pair(3, 0, cutoff)
    coupling[cutoff] = (eps2, eps3)
    reference = slab_energy(perfect, cutoff)
    atomic[cutoff] = {name: slab_energy(s, cutoff) - reference
                      for name, s in stacks.items()}
    for name in stacks:
        predicted = n2[name] * eps2 + n3[name] * eps3
        assert np.isclose(atomic[cutoff][name], predicted, atol=1e-8)
    # A lamella of reversed steps is bounded by two twin boundaries.
    for thickness in range(1, 7):
        steps = [1] * (N_LAYERS - 1)
        steps[6:6 + thickness] = [-1] * thickness
        lamella = labels_from_steps(steps)
        assert equal_second_neighbours(lamella) == 2
        cost = slab_energy(lamella, cutoff) - reference
        expected = 2 * atomic[cutoff]["twin"]
        if thickness == 1:
            expected -= eps3
        assert np.isclose(cost, expected, atol=1e-8)

short_ratio = atomic[SHORT]["twin"] / atomic[SHORT]["isf"]
long_ratio = atomic[LONG]["twin"] / atomic[LONG]["isf"]
long_esf_ratio = atomic[LONG]["twin"] / atomic[LONG]["esf"]
assert abs(atomic[SHORT]["isf"]) > 0.01
assert np.isclose(short_ratio, 0.5, atol=1e-8)
assert abs(long_ratio - 0.5) > 0.01
assert np.isclose(long_esf_ratio, 0.5, atol=1e-8)

# ---------- model interconnect metal, round inputs ----------
lattice_nm = 0.36
isf_energy = 0.045                       # J/m^2
width_nm, height_nm = 40.0, 80.0
temperature = 378.0                     # K
eps_metal = isf_energy / n2["isf"]
twin_energy = n2["twin"] * eps_metal
spacing_nm = lattice_nm * SPACING
site_nm2 = abs(np.linalg.det([vector_1, vector_2])) * lattice_nm**2
to_ev_nm2 = 1e-18 / e
boundary_ev = twin_energy * to_ev_nm2 * width_nm * height_nm
thermal_ev = k * temperature / e

# Third-layer sensitivity at fixed intrinsic fault energy.
third_layer = {}
for fraction in (-0.1, 0.1):
    eps_refit = isf_energy / (n2["isf"] + n3["isf"] * fraction)
    third_layer[fraction] = eps_refit * (n2["twin"] + n3["twin"] * fraction)

# Relaxation gain of one layer gap with a linear driving force.
modulus = 200e9                         # Pa
strain = 0.01
stiffness = modulus * spacing_nm * 1e-9 # J/m^2
relaxation = 0.5 * stiffness * strain**2
minimum = minimize_scalar(
    lambda x: 0.5 * stiffness * x**2 - stiffness * strain * x,
    bounds=(-0.05, 0.05), method="bounded", options={"xatol": 1e-10})
assert np.isclose(-minimum.fun, relaxation, rtol=1e-5)

# Vibrational free-energy shift of three modes per site in one layer.
mode_ev = 0.020
frequency_change = 0.01


def oscillator_free_energy(energy_ev):
    return thermal_ev * np.log(2 * np.sinh(energy_ev / (2 * thermal_ev)))


vibration_ev = 3 * (oscillator_free_energy(mode_ev * (1 + frequency_change))
                    - oscillator_free_energy(mode_ev))
classical_ev = 3 * thermal_ev * np.log(1 + frequency_change)
# The allowed difference covers the quantum correction at this temperature.
assert abs(vibration_ev / classical_ev - 1) < 0.05
vibration = vibration_ev / site_nm2 / to_ev_nm2

# ---------- output ----------
for name, labels in stacks.items():
    text = "".join("ABC"[x] for x in labels)
    print(f"{name}: {text}; n2 = {n2[name]}, n3 = {n3[name]}")
print(f"stackings enumerated: {number_enumerated}")
print(f"fewest violations in a twinned stacking: {fewest_in_twinned}")
print("Atomic test, pair function V0 cos(10 r/a)/(r/a)^3")
for name, cutoff in (("short", SHORT), ("long", LONG)):
    print(f"{name} range: {cutoff:.2f} a")
    print(f"  eps2 = {coupling[cutoff][0]:.6f} V0/site")
    print(f"  eps3 = {coupling[cutoff][1]:.6f} V0/site")
    for fault in ("twin", "isf", "esf"):
        print(f"  {fault} energy = {atomic[cutoff][fault]:.6f} V0/site")
print(f"short-range twin/isf ratio: {short_ratio:.6f}")
print(f"long-range twin/isf ratio: {long_ratio:.6f}")
print(f"long-range twin/esf ratio: {long_esf_ratio:.6f}")
print("Model interconnect metal")
print(f"lattice constant: {lattice_nm:.2f} nm")
print(f"layer spacing: {spacing_nm:.4f} nm")
print(f"partial slip length: {np.linalg.norm(partial)*lattice_nm:.4f} nm")
print(f"area per surface site: {site_nm2:.5f} nm^2")
print(f"input isf energy: {isf_energy*1e3:.1f} mJ/m^2")
print(f"eps: {eps_metal*1e3:.1f} mJ/m^2")
print(f"twin energy: {twin_energy*1e3:.1f} mJ/m^2")
print(f"twin energy converted: {twin_energy*to_ev_nm2:.4f} eV/nm^2")
print(f"isf per site: {isf_energy*to_ev_nm2*site_nm2*1e3:.2f} meV")
print(f"twin per site: {twin_energy*to_ev_nm2*site_nm2*1e3:.2f} meV")
print(f"line cross-section: {width_nm:.0f} nm x {height_nm:.0f} nm")
print(f"spanning twin energy: {boundary_ev:.1f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal_ev*1e3:.2f} meV")
print("Neglected effects, trial sizes")
for fraction, value in third_layer.items():
    print(f"eps3/eps = {fraction:+.1f}: twin = {value*1e3:.2f} mJ/m^2, "
          f"twin/isf = {value/isf_energy:.4f}")
print(f"modulus: {modulus/1e9:.0f} GPa; gap strain: {strain*100:.1f} %")
print(f"relaxation gain per gap: {relaxation*1e3:.2f} mJ/m^2")
print(f"mode energy: {mode_ev*1e3:.0f} meV; "
      f"frequency shift: {frequency_change*100:.1f} %")
print(f"vibrational shift per layer: {vibration*1e3:.2f} mJ/m^2")
print("checks complete")
```

Running it gives:

```
perfect: ABCABCABCABCABCABC; n2 = 0, n3 = 0
twin: ABCABCABCACBACBACB; n2 = 1, n3 = 2
isf: ABCABCABCBCABCABCA; n2 = 2, n3 = 3
esf: ABCABCABCBABCABCAB; n2 = 2, n3 = 4
stackings enumerated: 512
fewest violations in a twinned stacking: 1
Atomic test, pair function V0 cos(10 r/a)/(r/a)^3
short range: 1.70 a
  eps2 = 1.120720 V0/site
  eps3 = 0.000000 V0/site
  twin energy = 1.120720 V0/site
  isf energy = 2.241440 V0/site
  esf energy = 2.241440 V0/site
long range: 2.25 a
  eps2 = 0.197006 V0/site
  eps3 = 0.709720 V0/site
  twin energy = 1.616446 V0/site
  isf energy = 2.523173 V0/site
  esf energy = 3.232893 V0/site
short-range twin/isf ratio: 0.500000
long-range twin/isf ratio: 0.640640
long-range twin/esf ratio: 0.500000
Model interconnect metal
lattice constant: 0.36 nm
layer spacing: 0.2078 nm
partial slip length: 0.1470 nm
area per surface site: 0.05612 nm^2
input isf energy: 45.0 mJ/m^2
eps: 22.5 mJ/m^2
twin energy: 22.5 mJ/m^2
twin energy converted: 0.1404 eV/nm^2
isf per site: 15.76 meV
twin per site: 7.88 meV
line cross-section: 40 nm x 80 nm
spanning twin energy: 449.4 eV
temperature: 378 K
thermal energy kT: 32.57 meV
Neglected effects, trial sizes
eps3/eps = -0.1: twin = 21.18 mJ/m^2, twin/isf = 0.4706
eps3/eps = +0.1: twin = 23.48 mJ/m^2, twin/isf = 0.5217
modulus: 200 GPa; gap strain: 1.0 %
relaxation gain per gap: 2.08 mJ/m^2
mode energy: 20 meV; frequency shift: 1.0 %
vibrational shift per layer: 2.86 mJ/m^2
checks complete
```
